The EOM-CCSD energy gradient and the amplitude-response multipliers Z

Definitions and conventions

Atomic units are used. Orbitals are real, orthonormal, canonical closed-shell Hartree–Fock (RHF) orbitals φ_p = Σ_α C_αp χ_α with energies ε_p. Indices i, j, k are occupied, a, b virtual, p, q, r, s, t general, and α, β, ρ, σ label atomic orbitals (AOs). All electrons are correlated. With the spin-summed operators E_pq and integrals (pq|rs) in charge-cloud order,

H = Σ h_pq E_pq + ½ Σ (pq|rs) e_pqrs,  e_pqrs = E_pq E_rs − δ_qr E_ps

The algebra of the E_pq is the same for every orthonormal orbital set, so a parameter x, such as a nuclear coordinate, enters H only through the numbers h_pq(x) and (pq|rs)(x). A superscript x denotes a total derivative.

|0⟩ is the RHF determinant. The rank of a determinant is the number of electrons moved out of the occupied orbitals. For each single or double |μ⟩ (the set SD), τ_μ is the string of virtual creators and occupied annihilators with τ_μ|0⟩ = |μ⟩. The τ commute, because each is an even product of mutually anticommuting operators, and ⟨0|τ_μ = 0. P projects on ranks 0, 1, 2, and Q = 1 − P. With T = Σ t_μ τ_μ and H̄ = e^(−T) H e^T, the CCSD equations and energy are

⟨μ|H̄|0⟩ = 0 for μ in SD,  E_CC = ⟨0|H̄|0⟩   (1)

The EOM-CCSD energy E = E_CC + ω is an eigenvalue of PH̄P, with |R⟩ = R|0⟩, R = R₀ + Σ r_μ τ_μ, and ⟨L| = L₀⟨0| + Σ l_μ ⟨μ|:

PH̄|R⟩ = E|R⟩,  ⟨L|H̄P = E⟨L|,  ⟨L|R⟩ = 1   (2)

E is taken to be real and non-degenerate. R₁, R₂, L₁, L₂ are the single and double parts.

Two matrices recur. The first is A_μν = ⟨μ|[H̄, τ_ν]|0⟩. Its first term is ⟨μ|H̄|ν⟩. In the second, ⟨μ|τ_ν H̄|0⟩, the bra ⟨μ|τ_ν has lower rank than μ: it is δ_μν⟨0|, or a single up to sign, or zero. By (1) a single has no overlap with H̄|0⟩. Hence

A_μν = ⟨μ|H̄ − E_CC|ν⟩   (3)

With η_ν = ⟨0|H̄|ν⟩, the matrix PH̄P has first row (E_CC, η), zeros below E_CC by (1), and SD block A + E_CC. The left equation in (2) splits into L₀E_CC = E L₀ and L₀η + lA = ωl. An excited state (ω ≠ 0) therefore has L₀ = 0 and lA = ωl. The ground state has R = 1, L₀ = 1 and l = λ with λA = −η, the Λ equations of CCSD. The eigenvalues of A are the excitation energies ω_k.

The second matrix is the RHF orbital Hessian,

𝒜_ai,bj = δ_ab δ_ij (ε_a − ε_i) + G_ai,bj,  G_ai,tj = 4(ai|tj) − (at|ij) − (aj|it)   (4)

For real orbitals G_ai,bj = G_bj,ai, so 𝒜 is symmetric, and G_ai,kj = G_ai,jk, because the last two terms trade places. Both A and 𝒜 are assumed non-singular.

The multipliers Z account for the response of T. A nuclear gradient also needs the response of the RHF orbitals, because E is not stationary with respect to them, and this brings a second set z. The result is

dE/dx = Σ D_αβ h^x_αβ + ½ Σ Γ_αβρσ (αβ|ρσ)^x − Σ W_αβ S^x_αβ + V_nn^x   (5)

where the derivatives are those of AO integrals, V_nn is the nuclear repulsion added to E, and D, Γ, W do not depend on the choice of x.

First derivation: differentiate, then remove the responses

A simple eigenvalue and its vectors are differentiable. From E = ⟨L|H̄|R⟩,

E^x = ⟨L^x|H̄|R⟩ + ⟨L|H̄|R^x⟩ + ⟨L|(H̄)^x|R⟩

L^x and R^x lie in P, so (2) turns the first two terms into E(⟨L^x|R⟩ + ⟨L|R^x⟩) = E d⟨L|R⟩/dx = 0. Since T^x = Σ t^x_ν τ_ν commutes with T, (e^(±T))^x = ±T^x e^(±T), and

(H̄)^x = e^(−T) H^x e^T + H̄T^x − T^x H̄ = e^(−T) H^x e^T + Σ_ν t^x_ν [H̄, τ_ν]   (6)

E^x = ⟨L|e^(−T) H^x e^T|R⟩ + Σ_ν ξ_ν t^x_ν,  ξ_ν = ⟨L|[H̄, τ_ν]|R⟩   (7)

The vector ξ is the slope of the EOM energy with respect to the amplitudes. It simplifies when 1 = P + Q is inserted:

ξ_ν = ⟨L|H̄Pτ_ν|R⟩ + ⟨L|H̄Qτ_ν|R⟩ − ⟨L|τ_ν H̄|R⟩

By (2) the first term is E⟨L|τ_ν|R⟩. The bra ⟨L|τ_ν has rank at most 1 and so lies in P, and the last term is also E⟨L|τ_ν|R⟩. They cancel:

ξ_ν = ⟨L|H̄ Q τ_ν|R⟩   (8)

The amplitudes matter only because PH̄P is a truncation. A similarity transformation leaves the spectrum of the full matrix unchanged, and for two electrons, where Q is empty, ξ = 0.

Rank counting fixes the terms of (8). H lowers the rank by at most 2, and each factor T in e^(−T)He^T raises it by at least 1. So H̄ lowers the rank by at most 2, and the part that lowers it by exactly 2 is the bare H. The ket τ_ν|R⟩ reaches Q through τ₁R₂ and τ₂R₁ (triples) and τ₂R₂ (quadruples). Then

ξ_ν (single) = ⟨L₁|H τ_ν|R₂⟩ + ⟨L₂|H̄ τ_ν|R₂⟩
ξ_ν (double) = ⟨L₁|H τ_ν|R₁⟩ + ⟨L₂|H̄ τ_ν|R₁⟩ + ⟨L₂|H τ_ν|R₂⟩   (9)

For the ground state R₁ = R₂ = 0 and ξ = 0; the same follows from (7), which gives η + λA.

R₀ is absent from (8), since Qτ_ν|0⟩ = 0. It is not absent term by term from (7). For an excited state its term there is R₀⟨L|[H̄, τ_ν]|0⟩ = R₀(lA)_ν = R₀ωl_ν, and since (7) equals (8), the P-space parts of the R₁ and R₂ terms sum to −R₀ωl_ν.

The amplitude derivatives follow from differentiating (1) with (6):

Σ_ν A_μν t^x_ν = −b^x_μ,  b^x_μ = ⟨μ|e^(−T) H^x e^T|0⟩   (10)

Thus ξ·t^x = −ξA⁻¹b^x. Applying A⁻¹ to the left factor, which does not depend on x, defines Z:

Σ_μ Z_μ A_μν = −ξ_ν,  ξ·t^x = Z·b^x   (11)

With ⟨Z| = Σ Z_μ⟨μ|,

E^x = ⟨L|e^(−T) H^x e^T|R⟩ + ⟨Z|e^(−T) H^x e^T|0⟩   (12)

The Z equation is the Λ equation with η replaced by ξ. If A has right and left vectors r_k, l_k with l_k·r_m = δ_km, then Z = −Σ_k (ξ·r_k) l_k / ω_k. The denominators are excitation energies from the ground state, not the gaps E − E_k, so a second excited state close to E does not make (11) singular. A point-group operation or the exchange of α and β spins commutes with H̄ and changes L and R by the same sign, which cancels in (7). Only roots k invariant under these operations therefore have ξ·r_k ≠ 0, and, as long as ξ stays bounded, Z diverges only when such a root goes to zero. ξ itself is linear in L and can grow without bound when E approaches a merger with another root, where ⟨L|R⟩ = 1 forces L to diverge.

If R₀ is deleted from the commutator, ξ′ = ξ − R₀ωl = ξ − R₀lA, and Z′A = −ξ′ gives Z′ = Z + R₀l. The R₀ part of the first term of (12) is R₀ l·b^x. Hence Z′ is correct when R₀ is also deleted from that term, and counts R₀ l·b^x twice when it is kept.

Equation (12) is linear in the integral derivatives. Define

γ_pq = ⟨L|e^(−T) E_pq e^T|R⟩ + ⟨Z|e^(−T) E_pq e^T|0⟩   (13)

and Γ_pqrs likewise with e_pqrs, so that E^x = Σγ_pq h^x_pq + ½ΣΓ_pqrs (pq|rs)^x. Real integrals are symmetric under p↔q, r↔s and pq↔rs, so only the averages of γ and Γ over these exchanges contribute, and the symbols denote the averages from here on. The Z part has zero trace, since Σ_p E_pp is the electron number N and N⟨Z|0⟩ = 0. Contracted with the undifferentiated integrals it gives Σ Z_μ⟨μ|H̄|0⟩ = 0. It changes derivatives only.

The MO integrals change through the AO integrals and through C. Write C^x = CU, and let (x) mark a derivative at fixed C, as in h^(x)_pq = Σ C_αp C_βq h^x_αβ. Then h^x_pq = h^(x)_pq + Σ_t (U_tp h_tq + U_tq h_pt), and (pq|rs)^x has four such terms. By the symmetry of γ the two one-electron terms are equal, and by that of Γ the four two-electron terms are equal, with prefactor ½·4 = 2:

E^x = Σγh^(x) + ½ΣΓ(..|..)^(x) + 2Σ_tp U_tp X_tp   (14)

X_tp = Σ_q h_tq γ_pq + Σ_qrs (tq|rs) Γ_pqrs   (15)

Differentiating CᵀSC = 1 gives U + Uᵀ = −S^(x), which fixes the symmetric part of U.

The antisymmetric parts of the occupied and virtual blocks have no effect, provided Z is included. Take an antisymmetric u confined to these blocks, and κ = Σ u_pq E_pq. From [E_pq, E_rs] = δ_qr E_ps − δ_ps E_rq, the one-electron part of [H, κ] has coefficients hu − uh = hu + uᵀh, which is the integral change above with U = u. The commutator acts on each index of e_pqrs in the same way, so δH = [H, κ]. The operator κ replaces a virtual by a virtual or an occupied by an occupied index, so [κ, T] = Σ s_ν τ_ν for some s. This commutes with T, the series for e^(−T)κe^T stops at κ + Σ s_ντ_ν, and

e^(−T)[H, κ]e^T = [H̄, κ] + Σ_ν s_ν [H̄, τ_ν]

In (12) the second piece gives ξ·s + ZAs = 0 by (11). For the first, κ preserves rank, so κ|R⟩ and ⟨L|κ lie in P and ⟨L|[H̄, κ]|R⟩ = E⟨L|κ|R⟩ − E⟨L|κ|R⟩ = 0. Also κ|0⟩ = 0 (u has no diagonal, the occupied orbitals are full, the virtual ones empty), and ⟨Z|κ lies in SD, so ⟨Z|[H̄, κ]|0⟩ = 0 by (1). Therefore 2Σ u_tp X_tp = 0 for every such u:

X_ij = X_ji,  X_ab = X_ba   (16)

Without the Z part the same sum equals ξ·s. With (16), only the symmetric parts U_ij → −½S^(x)_ij and U_ab → −½S^(x)_ab contribute, and these values may be adopted for U itself, since the RHF condition allows any rotation within the blocks. No denominators ε_i − ε_j arise. With frozen core orbitals, [κ, T] for a core–valence rotation leaves the set of τ, (16) fails for those pairs, and further multipliers are needed. Substituting U_ia = −S^(x)_ia − U_ai,

2ΣUX = 2Σ_ai U_ai (X_ai − X_ia) − 2Σ_ai S^(x)_ai X_ia − Σ S^(x)_ij X_ij − Σ S^(x)_ab X_ab   (17)

U_ai is fixed by F_ai = 0 at every x, with F_pq = h_pq + Σ_j [2(pq|jj) − (pj|jq)]. Changing the outer indices gives Σ_t (U_ta F_ti + F_at U_ti) = ε_i U_ia + ε_a U_ai, because F is diagonal. Changing either j in the sum gives Σ_tj U_tj [4(ai|tj) − (at|ij) − (aj|it)] = Σ U_tj G_ai,tj. So for any U,

F^x_ai = F^(x)_ai + ε_i U_ia + ε_a U_ai + Σ_bj G_ai,bj U_bj + Σ_kj G_ai,kj U_kj   (18)

Setting this to zero and inserting U_ia and U_kj gives the coupled-perturbed Hartree–Fock equations

Σ_bj 𝒜_ai,bj U_bj = −B_ai,  B_ai = F^(x)_ai − ε_i S^(x)_ai − ½Σ_kj G_ai,kj S^(x)_kj   (19)

The interchange is repeated. Define z by

Σ_bj 𝒜_ai,bj z_bj = −2(X_ai − X_ia)   (20)

Since 𝒜 is symmetric, the first term of (17) is −z·𝒜U = +z·B. Its part Σ z_ai F^(x)_ai equals Σ z_ai h^(x)_ai + Σ z_ai Σ_j [2(ai|jj)^(x) − (aj|ji)^(x)]. The one-electron term is shared between the ai and ia elements; the two-electron terms are doubled to offset the ½ in (14). The overlap terms are matched to −Σ W_pq S^(x)_pq with symmetric W, in which ai and ia both occur:

D_pq = γ_pq, except D_ai = D_ia = γ_ai + ½z_ai
Γ_aijj gains 4z_ai, Γ_ajji gains −2z_ai
W_ab = X_ab
W_ai = W_ia = X_ia + ½ε_i z_ai
W_kj = X_kj + ½Σ_ai z_ai G_ai,kj   (21)

Transforming each index with C, as in D_αβ = Σ C_αp D_pq C_βq, gives (5).

Second derivation: a stationary functional

Let y collect variables fixed by equations g(y, x) = 0, and let f(y, x) be the wanted energy. The function 𝓛 = f + m·g equals f on the solution for any multipliers m. Its total derivative is ∂𝓛/∂x + (∂𝓛/∂y)y^x + m^x·g. The last term vanishes, and if m is chosen to make ∂𝓛/∂y = 0, then df/dx = ∂𝓛/∂x.

The variables are L, R, t and the full matrix C. H[C, x] denotes the operator built from h_pq and (pq|rs) formed with C, as a formal function even when C is not orthonormal, and F_ai and S_pq are formed the same way. With one multiplier per condition,

𝓛 = ⟨L|H̄|R⟩ − ℰ(⟨L|R⟩ − 1) + Σ Z_μ⟨μ|H̄|0⟩ + Σ z_ai F_ai − Σ W_pq (S_pq − δ_pq)   (22)

W is symmetric because S is. Variation of ℰ, Z, z and W returns the normalization, (1), F_ai = 0 and orthonormality. Variation of L within P gives PH̄|R⟩ = ℰ|R⟩, and variation of R gives ⟨L|H̄P = ℰ⟨L|; hence ℰ = E, and L is itself the multiplier of the right eigenvalue equation. On the solution 𝓛 = E.

For the amplitudes, ∂H̄/∂t_ν = [H̄, τ_ν] by commutativity, and

∂𝓛/∂t_ν = ⟨L|[H̄, τ_ν]|R⟩ + Σ_μ Z_μ ⟨μ|[H̄, τ_ν]|0⟩ = ξ_ν + (ZA)_ν = 0

which is (11). The first and third terms of (22) are linear in the integrals and equal Σγh + ½ΣΓ(..|..) with the densities (13).

For the orbitals, let C → C(1 + u) with every u_tp independent. The density terms change by 2Σ u_tp X_tp, by the index count that led to (14). F_ai changes by (18) without F^(x) and with u for U. S_pq changes by u_pq + u_qp, so the last term changes by −2Σ u_tp W_tp. The coefficient of each u_tp must vanish:

u_ab:  2X_ab − 2W_ab = 0
u_ia:  2X_ia + ε_i z_ai − 2W_ia = 0
u_ai:  2X_ai + ε_a z_ai + Σ_bj z_bj G_bj,ai − 2W_ai = 0
u_kj:  2X_kj + Σ_ai z_ai G_ai,kj − 2W_kj = 0

The first, second and fourth lines are the W of (21). Subtracting the second from the third, with W_ai = W_ia, leaves (ε_a − ε_i)z_ai + Σ G_ai,bj z_bj = −2(X_ai − X_ia), which is (20). The first and fourth lines admit a symmetric W only if (16) holds, since G_ai,kj is symmetric in k, j. Finally, at fixed L, R, t, C and multipliers,

dE/dx = ∂𝓛/∂x = Σγh^(x) + ½ΣΓ(..|..)^(x) + Σ z_ai F^(x)_ai − Σ W_pq S^(x)_pq

Expanding F^(x) as before gives D and Γ of (21), and with V_nn^x this is (5).

What each derivation assumes

Both use the commutativity of the τ, equations (1) and (2), real canonical orbitals at the point of differentiation, and the symmetry (16). They differ in where the conditions enter.

The first derivation works with the responses L^x, R^x, t^x and U. Their existence follows from the stated conditions: non-singular 𝒜 and A give U_ai and t^x through (19) and (10), and a simple eigenvalue gives L^x and R^x. It needs the dependence of one step on another in the right order, orbitals, then amplitudes, then eigenvectors, and it must choose U_ij and U_ab; (16) is what makes that choice harmless. It gives Z a meaning, Z = −ξA⁻¹, the amplitude response summed in advance.

The second derivation never writes a response equation and treats all conditions alike. It takes for granted that the solution y(x) is differentiable and that multipliers exist. The multiplier equations have the transposed matrices of the response equations, Aᵀ and 𝒜ᵀ = 𝒜, so the same non-singularity supplies both. It needs the list of conditions to be adequate. Equation (22) does not constrain F_ij or F_ab, and (16) appears as the solvability condition showing that no such constraint is required. When (16) fails, as with a frozen core, the equations for W have no symmetric solution, which points to the missing constraint. The projected form (8) is needed by neither route; it is a consequence of (2) that shortens ξ.

Both fail at the same places. At a degeneracy of E with a state to which x couples it, E need not be differentiable. Because PH̄P is not symmetric, two roots can also merge into a complex pair; at the merging point the left and right vectors are orthogonal and ⟨L|R⟩ = 1 cannot be imposed. A zero eigenvalue of 𝒜, the onset of a real singlet RHF instability, makes z diverge unless the right side of (20) is orthogonal to that mode.

A limiting case: the spectator fragment

Let fragments A and B be non-interacting with localized orbitals, so that H̄ = H̄_A + H̄_B, and let ω be an excitation of A that is not a root of B. Then R = R₀ + R_A solves (2), because every row involving an excitation of B contains ⟨ν_B|H̄_B|0⟩ = 0 or ⟨ν_B|0⟩ = 0. The components of l on pure B excitations obey l_B A_B = ωl_B and vanish. L may still contain doubles l_sν on τ_sτ_ν|0⟩, with s a single on A and ν a single on B. For τ_ν on B only H̄_B survives in the commutator, and (7) factorizes:

ξ_ν = η_ν + (mA_B)_ν,  m_ν′ = Σ_s l_sν′ r_s

where the factor ⟨L_A|R_A⟩ = 1 multiplies η. Pure B excitations are not coupled by A to any others in their columns except through A_B, so Z_B A_B = −η − mA_B, and Z_B = λ_B − m. Since m has only singles, the doubles of Z on B equal the doubles of the ground-state Λ of B. The truncated L can hold neither the triple formed by a single on A and a double on B nor the quadruple formed by a double on A and a double on B, and Z supplies the correlation density missing from both. For a double ν on B, the term η_ν of ξ_ν arises in (9) as ⟨L₁|Hτ_ν|R₁⟩ + ⟨L₂|Hτ_ν|R₂⟩, with the weights ⟨L₁|R₁⟩ and ⟨L₂|R₂⟩ of the A parts, which sum to 1. The remaining term of (9), ⟨L₂|H̄τ_ν|R₁⟩, also passes through a triple and therefore equals (mA_B)_ν. The part of η_ν that passes through the triple is ⟨L₁|Hτ_ν|R₁⟩, which contains bare two-electron integrals and no small amplitude when the state is dominated by singles.

Worked example: water, EOM-CCSD/STO-3G

O lies at the origin, H₁ on the x axis at r₁ = 1.80 bohr, and H₂ in the xy plane at r₂ = 1.95 bohr, with angle 105.0°. With 7 orbitals and 10 electrons there are 21 × 21 = 441 determinants of zero spin projection: the reference, 140 singles and doubles, 200 triples and 100 quadruples. All operators were formed as matrices in this space, (1) was solved by quasi-Newton iteration, PH̄P was diagonalized, and (11) and (20) were solved directly. Norms are Euclidean over determinants, with |R| = 1. The digits describe this minimal-basis model, not the measured spectrum.

The total energies are −74.96095143 Eh (RHF), −75.01502966 Eh (CCSD) and −75.01516539 Eh (lowest eigenvalue of H), and |T₂| = 0.176. The lowest eigenvalues of A and 𝒜 are 0.35240 and 0.46899 Eh. The former lies below the first root that is even under spin exchange, so it is odd, a triplet, and does not enter Z.

The lowest excited singlet has E = −74.60975741 Eh, so ω = 75.01502966 − 74.60975741 = 0.405272 Eh = 11.03 eV. Its R₀ vanishes, and it is labelled A″ on that ground, since R₀ = η·r/ω is zero for a state odd under reflection in the plane. The lowest excited singlet with R₀ ≠ 0, the third excited singlet, is A′, with E = −74.45855117 Eh, ω = 0.556478 Eh = 15.14 eV, |R₀| = 0.0336, |R₁| = 0.969, |R₂| = 0.245. The nearest other singlets are 0.115 and 0.036 Eh away.

For the ground state ξ and Z are of order 10⁻¹³, the rounding level. For A″, |ξ₁| = 0.0243 and |ξ₂| = 0.1934 Eh. The triples path has norm 0.1841 Eh and the quadruples path 0.0119 Eh. Since ξ₁ comes from triples alone, the triples part of ξ₂ is √(0.1841² − 0.0243²) = 0.1825 Eh. The multipliers are |Z₁| = 0.027 and |Z₂| = 0.103, and for A′ 0.021 and 0.075. In the spectator limit the doubles of Z on the spectator fragment equal those of its ground-state Λ (this does not extend to the doubles on the excited fragment), and to first order in the electron fluctuation both λA = −η and (1) give a double the amplitude −⟨0|H|ν⟩ divided by its orbital-energy difference, so Λ₂ ≈ T₂. That |Z₂| is of the order of |T₂| is therefore consistent with that limit; that this mechanism dominates in a single water molecule is a conjecture. For A′ the R₀ term of the commutator has norm 0.0187 Eh, and |R₀|ω = 0.03358 × 0.556478 = 0.0187 Eh, corresponding to |l| = 1.00.

Equation (11) can be seen alone with H + εV, V = Σ y_pq E_pq with y_pq = ⟨φ_p|y|φ_q⟩ the matrix of the Cartesian coordinate y, at frozen orbitals. Derivatives from re-solved equations use f′ ≈ [8(f(s) − f(−s)) − (f(2s) − f(−2s))]/(12s). With t^x obtained this way at s = 10⁻³ Eh/bohr, ξ·t^x for A″ is +0.0057954 bohr, and Z·b is +0.0057954 bohr. This term is independent of the origin, because the Z density is traceless. The full Σγ_pq y_pq is 2.2000434 bohr against 1.4155113 bohr in the ground state, and the Z term is 0.0058/0.7845 = 0.7 % of the difference.

For the nuclei, (5) gives Cartesian gradients g, and dE/dr₁ = g(H₁)_x, dE/dr₂ is g(H₂) along its bond, and dE/dθ is r₂ times g(H₂) across it. The Z row is (5) minus its value with Z set to zero throughout, including its effect on z, with W_ij and W_ab then symmetrized because (16) is lost. The z row is z·B. The totals are unique, but their split into parts is not. The symmetrization amounts to the choice U_ij = −½S^(x)_ij, U_ab = −½S^(x)_ab, and another choice, such as canonical orbitals at every geometry, shifts the Z row by ξ·s. The θ entries of the Z and z rows refer to moving H₂ with O and H₁ fixed; moving H₁ instead adds a rigid rotation relative to the fixed AO axes, which leaves the total unchanged but not these parts. Columns are r₁, r₂ (Eh/bohr) and θ (Eh/rad).

ground, total   −0.0839526  +0.0130755  +0.0345035
ground, z part  +0.0001188  +0.0000854  −0.0000464
A″, total       −0.1817181  −0.4085771  −0.0467514
A″, Z part      −0.0196689  −0.0044806  +0.0044691
A″, z part      +0.0004697  +0.0002816  −0.0001536
A′, total       −0.1453040  −0.3297611  −0.1774123
A′, Z part      −0.0099009  −0.0031142  +0.0034701
A′, z part      +0.0011499  +0.0009477  −0.0016001

The bond gradients are −9.34 and −21.01 eV/Å for A″ and −7.47 and −16.96 eV/Å for A′: in this model both states lower their energy on stretching either bond. The four-point formula with s = 0.002 bohr, re-solving RHF, CCSD and EOM at each geometry, differs from (5) by at most 5.2 × 10⁻¹⁰ Eh/bohr in any in-plane Cartesian component of the three states.

With the choice of U and of displacements stated above, omitting Z changes dE/dr₁ of A″ to −0.1817181 + 0.0196689 = −0.1620492 Eh/bohr, an error of 11 % of the full value; for θ it is 0.00447/0.04675 = 10 %, and for r₂ 1 %. For A′ the r₁ error is 0.0099/0.1453 = 7 %. The z·B term along r₁ is 0.3 % of the total for A″ and 0.8 % for A′. The largest asymmetry of X within the occupied or virtual block is 1.1 × 10⁻³ Eh (A″) and 3.1 × 10⁻³ Eh (A′) without Z, and of order 10⁻¹⁴ Eh with it. CCSD lies only 0.00014 Eh above the exact ground energy in this basis, yet the Z term is about a tenth of two gradient components of A″; by (9), ξ is built from L, R and the elements of H and H̄ between P and Q, and its term ⟨L₁|Hτ_ν|R₁⟩ is first order in the two-electron integrals and carries no cluster amplitude as a factor, so a small ground-state error does not by itself make it small.

Numerical values quoted here were computed with a short program.
